# Why Airborne Bases Give Chemically Amplified Resist T-Shaped Lines

## What fixes the form of the answer

A positive chemically amplified resist that waits between exposure and bake in air containing a trace of amine or ammonia can develop with lines wider at the top than at the bottom. Two arguments constrain the explanation before any equation is solved.

The first is symmetry. Suppose that exposure leaves the same acid density at every depth. Developed walls are then vertical unless something distinguishes one depth from another. Base spread evenly through the film would move the walls but keep them vertical. Base entering through the surface breaks the symmetry between depths.

The second is dimensional. Let a uniformly exposed film with acid density $H_0$ absorb $Q$ base molecules per unit area, and let it be so thick that the base does not reach the bottom; the thickness then plays no part. Base diffuses with diffusivity $D$ and neutralizes acid with rate constant $k$. If supply is slow, the duration matters only through $Q$, and the two rates enter only as $k/D$. Count molecules as a unit $N$, separate from length $L$. Then $Q$ has units $NL^{-2}$, $H_0$ has $NL^{-3}$ and $k/D$ has $N^{-1}L$. They form one dimensionless group, so the surface acid $H_s$ must obey

$$\frac{H_s}{H_0}=F\!\left(\frac{kQ^2}{DH_0}\right),\qquad \ell=\sqrt{\frac{D}{kH_0}} .$$

The length $\ell$, which does not involve $Q$, is roughly the distance base travels before capture in acid still near its initial density. A small $\ell$ concentrates the loss near the surface. The function $F$ is found below.

## The coupled equations

Let $z$ be depth, $L$ the film thickness, and $x$ the distance from the centre of an opening. The pattern has period $p$, so the line centre is at $x=p/2$. During the delay the acid is taken as immobile, and one base molecule irreversibly removes one acid molecule:

$$\partial_t B=D\nabla^2B-kHB,\qquad \partial_t H=-kHB .$$

Initially $B=0$ and $H=H_0(x)$, with $H_0$ falling from opening to line. The surface absorbs a constant flux $J$, so $-D\,\partial_zB=J$ at $z=0$ and $Q=Jt$. No base re-evaporates or crosses the substrate. By symmetry, none crosses $x=0$ or $x=p/2$.

Define the accumulated base exposure $\Theta=\int_0^tB\,dt'$. Dividing the acid equation by $H$ gives $\partial_t\ln H=-kB$, hence

$$H=H_0e^{-k\Theta}.$$

Now integrate the base equation over time. Its left side gives $B=\partial_t\Theta$, and the reaction integral is the acid lost, $H_0-H$. Therefore

$$\partial_t\Theta=D\nabla^2\Theta-H_0(1-e^{-k\Theta}),\qquad -D\,\partial_z\Theta\big|_{z=0}=Jt .$$

One equation now contains both diffusion and neutralization. For the example below, both forms were integrated on a 5 nm grid; their acid densities differed by at most $4.7\times10^{-4}$ of the peak.

In the bake, acid removes the groups that protect the resist from developer. It is not consumed, so one lost acid molecule costs many deprotection events. With $M$ the protected fraction, initially 1, and acid immobile, $\partial_tM=-k_aHM$ gives $M=e^{-k_aHt_b}$ after bake time $t_b$. Let resist dissolve when $M<M^*$. Taking logarithms, this means

$$H>H^*=\frac{\ln(1/M^*)}{k_at_b}.$$

The developed edge is thus the contour $H=H^*$. This is an idealized developer of very high contrast.

## Why the line is widest at the top

Let $w=-\partial_z\Theta$. Since $H_0$ does not depend on $z$, differentiating the equation for $\Theta$ gives

$$\partial_tw=D\nabla^2w-kHw .$$

At the surface $w=Jt/D\ge0$, at the substrate $w=0$, and initially $w=0$. The sides have zero normal derivative. At a negative minimum both terms on the right would be non-negative, so $w$ could not be driven further down. Hence $w\ge0$, and

$$\partial_zH=-kH\,\partial_z\Theta=kHw\ge0 .$$

Acid never decreases with depth.

For the lateral direction let $v=\partial_x\Theta$. Differentiation now also acts on $H_0$:

$$\partial_tv=D\nabla^2v-kHv-H_0'(x)(1-e^{-k\Theta}) .$$

Because $H_0'\le0$, the last term is a non-negative source. The boundary values are $v=0$ at the two symmetry planes and $\partial_zv=0$ at top and bottom. The same argument gives $v\ge0$. Consequently

$$\partial_xH=H_0'e^{-k\Theta}-kHv\le0 .$$

Each depth has at most one edge $x_e(z)$. Differentiating $H(x_e(z),z)=H^*$ gives

$$\frac{dx_e}{dz}=-\frac{\partial_zH}{\partial_xH}\ge0$$

where the lateral slope is nonzero. The opening widens downward, and the remaining line is widest at its top.

The proof assumes an initial acid density independent of depth. If light absorption leaves less acid at the bottom, the opening tends to narrow downward, and base loss competes with that taper.

## When the widening stays near the top

A line that merely narrows gradually through the film is not T-shaped. The base must also stay shallow. An upper bound follows from removing the acid sink. Let $\Theta_0$ be the solution without acid. The difference $\Theta_0-\Theta$ obeys a diffusion equation with non-negative source $H_0(1-e^{-k\Theta})$ and no boundary flux, so $\Theta\le\Theta_0$.

For a thick film, put $\eta=z/(2\sqrt{Dt})$ and $E_n(\eta)=\int_\eta^\infty(s-\eta)^ne^{-s^2}ds$. The solution is

$$\Theta_0=C\,t^{3/2}E_3(\eta),\qquad C=\frac{8J}{3\sqrt{\pi D}} .$$

To verify it, note that $E_n'=-nE_{n-1}$. Writing $(s-\eta)^3=s(s-\eta)^2-\eta(s-\eta)^2$ and integrating the first part by parts gives $E_3=E_1-\eta E_2$. Since $\partial_t\eta=-\eta/(2t)$,

$$\partial_t\Theta_0=\tfrac32Ct^{1/2}(E_3+\eta E_2)=\tfrac32Ct^{1/2}E_1 .$$

Two depth derivatives give

$$D\,\partial_z^2\Theta_0=DCt^{3/2}\frac{6E_1}{4Dt}=\tfrac32Ct^{1/2}E_1 ,$$

as required. At the surface $E_2(0)=\sqrt\pi/4$, so the flux is $\tfrac32C\sqrt D\,t\,\sqrt\pi/4=Jt$.

The integral $E_3$ falls roughly as a Gaussian for $\eta\gg1$. The bottom is therefore protected when $L\gg2\sqrt{Dt}$. This condition is sufficient; acid capture can confine the base further.

## How much surface acid is lost

Consider the exposed region locally, neglecting lateral diffusion and the free base $\partial_t\Theta=B$. With $u=k\Theta$, the equation becomes

$$\ell^2u''=1-e^{-u}.$$

Multiply by $u'$ and integrate. Deep in the film $u$ and $u'$ vanish, which fixes the constant:

$$\tfrac12\ell^2u'^2=g(u),\qquad g(u)=u-1+e^{-u}.$$

At the surface $u'=-kQ/D$. Substituting this and $\ell^2=D/(kH_0)$ gives

$$g(u_s)=\frac{kQ^2}{2DH_0},\qquad H_s=H_0e^{-u_s}.$$

This is the function left open by the dimensional argument. It has two simple limits.

- **Small dose.** Here $g\approx u^2/2$, so $u_s\approx Q/(H_0\ell)$. The equation reduces to $\ell^2u''=u$, and the fractional loss decays as $e^{-z/\ell}$.
- **Large dose.** Here $g\approx u-1$, so $u_s\approx1+kQ^2/(2DH_0)$. Surface acid becomes exponentially small. With almost all base consumed, the neutralized layer is about $Q/H_0$ thick.

The free base can be estimated from the small-dose solution $\Theta\approx(Jt\ell/D)e^{-z/\ell}$. Its time derivative, integrated over depth, is $J\ell^2/D=J/(kH_0)$. Compared with $Q=Jt$, the free share is $1/(kH_0t)$. At small dose the local formula thus needs $kH_0t\gg1$. This fails toward the line centre, where acid is scarce.

At large dose there is a second condition. Base must cross the neutralized layer, of thickness $\delta\approx Q/H_0$, before it meets acid. Carrying the flux $J$ across this layer takes a nearly linear base profile, from about $J\delta/D$ at the surface to almost zero at its lower edge. The layer therefore holds about $J\delta^2/(2D)$ free base per unit area, a share $\delta^2/(2Dt)$ of the dose. This share must also be small. At constant flux it grows with time, so a longer delay does not always make the formula more accurate.

## Top edge and closed skin

The surface is at the development threshold when $u_s=u^*=\ln(H_0/H^*)$. The corresponding critical dose is

$$Q_c(H_0)=\sqrt{\frac{2DH_0\,g(u^*)}{k}} .$$

It increases with $H_0$, because $d[H_0g(u^*)]/dH_0=g(u^*)+1-e^{-u^*}>0$ above threshold. Places with little spare acid fail first. These are the edges of the opening, so the top closes inward. The top edge lies where $Q_c(H_0(x))=Q$. When $Q$ exceeds $Q_c$ at the centre, an insoluble skin covers the soluble resist beneath. The ideal developer assumed here is then blocked at once. The skin starts with zero thickness, however, so a real developer may still get through at first.

For a small edge displacement, $H_0\approx H^*$ and $g(u^*)\approx u^{*2}/2$. Then $u^*\approx Q\sqrt{k/(DH^*)}$. Dividing by the logarithmic image slope $S=|d\ln H_0/dx|$ at the original edge gives

$$\Delta x\approx\frac{Q}{S}\sqrt{\frac{k}{DH^*}} .$$

Displacement is proportional to absorbed dose and inversely proportional to image slope, subject to $kH^*t\gg1$ and to one more condition. Lateral diffusion was neglected, so the image must change little over the capture length at the edge, $\ell^*=\sqrt{D/(kH^*)}$; that is, $S\ell^*\ll1$. Otherwise base absorbed over the acid-poor line flows sideways to the edge and the formula underestimates the displacement. In the slow-supply, small-dose limit the two-dimensional displacement exceeds it by about 9% for the image used below ($S\ell^*=0.41$), and by about 28% and 36% for steeper, logistic edges with $S\ell^*=1.5$ and 3.

## A worked case

Take $L=400$ nm, $p=500$ nm and $H_0=\tfrac12H_p[1+\cos(2\pi x/p)]$ with $H_p=0.040$ nm$^{-3}$. Let $D=5$ nm$^2$/s and $k=1$ nm$^3$/s. With $k_a=1$ nm$^3$/s, $t_b=60$ s and $M^*=0.5$, the threshold is $H^*=0.693/60=0.01155$ nm$^{-3}$.

Air at 296 K and 1 atm with 10 ppb base contains $2.479\times10^{17}$ base molecules per m$^3$. An uptake velocity of 3 mm/s gives

$$J=(3\times10^{-3})(2.479\times10^{17})=7.44\times10^{14}\ \mathrm{m^{-2}s^{-1}},$$

or $7.44\times10^{-4}$ nm$^{-2}$s$^{-1}$. After 300 s, $Q=0.223$ nm$^{-2}$. The capture length at peak acid is $\ell=\sqrt{5/0.04}=11.2$ nm, and $2\sqrt{Dt}=77$ nm. Both are much shorter than the film thickness.

The two-dimensional calculation gives these displacements of each edge from its position without base:

| Depth (nm) | Edge shift (nm) |
|---:|---:|
| 0 | 45.4 |
| 10 | 24.4 |
| 20 | 13.9 |
| 50 | 2.6 |
| 100 | 0.1 |

These values come from a 2.5 nm grid with first-order time stepping. A finer grid with second-order stepping lowers the first three by 0.1 to 0.3 nm, to about 45.1, 24.2 and 13.8 nm. The opening is 229 nm wide at the top and 319 nm at the bottom, equal to its width without base. The line is 271 nm wide at the top and 181 nm at the bottom. The bound explains the protected bottom: $k\Theta_0$ is 1.3 at the surface, 0.015 at 100 nm and $1.6\times10^{-5}$ at 200 nm.

The local formula places the top edge where $H_0=0.0238$ nm$^{-3}$. There $u^*=\ln(0.0238/0.01155)=0.72$ and $g=0.21$, so $Q_c=\sqrt{10(0.0238)(0.21)}\approx0.22$ nm$^{-2}$, as required. The predicted top opening is 219 nm, 4% below the two-dimensional value. Two neglected effects partly cancel here: base that is still free has removed no acid yet, while base flowing sideways from the line removes extra acid at the edge. When the same dose is supplied ten times more slowly the two-dimensional opening is 217 nm, and in the infinitely slow limit it is 215 nm, below the local formula. The overhang therefore depends somewhat on the supply rate as well as on the dose.

The film initially holds $0.02\times400=8$ acid molecules per nm$^2$, averaged over a period. The absorbed base could neutralize $0.223/8=2.8\%$ of them. About 35% of the base is still free, so 1.8% of the acid has been neutralized. The estimate $1/(kH_0t)$ is 8% at peak acid and grows toward the line, which is where it places most of the free base. At the surface in the centre of the opening, only 60% of the acid remains. A small total loss is enough because it is concentrated where the developer must enter.

At the centre $u^*=1.242$ and $g=0.531$. Thus $Q_c=\sqrt{10(0.04)(0.531)}=0.461$ nm$^{-2}$, reached after about 620 s. The two-dimensional film closes at 635 s on the 2.5 nm grid and at about 639 s with finer resolution. The profile tabulated at 300 s, with its 45 nm overhang, is thus between five and six minutes from a blocked opening.

For the thickness of such a skin, consider a uniformly exposed film at peak acid after 1200 s. Its dose is 0.893 nm$^{-2}$, so $g(u_s)=0.893^2/0.4=1.99$ and $u_s=2.94$. From $dz=-\ell\,du/\sqrt{2g}$,

$$z_{\rm skin}=\ell\int_{u^*}^{u_s}\frac{du}{\sqrt{2g(u)}}=12.7\ \mathrm{nm}.$$

The time-dependent calculation gives 11.6 nm. Supplying the same dose five times more slowly gives 12.5 nm. The error in $u_s$, relative to the formula, falls from 4.4% to 0.8% on the 2 nm grid used (4.7% to 1.0% with finer resolution). This supports the slow-supply approximation and shows its cost at the faster rate.

## What happens if the base spreads

Raise $D$ to 2000 nm$^2$/s while holding the dose, delay and $k$ fixed. The capture length at peak acid becomes $\sqrt{2000/0.04}=224$ nm, comparable with the film thickness. The edge moves by about 2 nm at the top and 1 nm at the bottom. The overhang falls from 45 to 1 nm per edge. Absorbing base is thus not enough to make a T; the loss must be concentrated near the surface.

This comparison does not show that faster diffusion generally cures the problem. If neutralization is limited by encounters between base and acid, $k$ may rise in proportion to $D$. Then $k/D$ and $\ell$ do not change, and the slow-supply surface loss is the same.

## The bake and real resist

A further calculation includes acid diffusion and leftover base during the bake. It uses diffusivities of 3 nm$^2$/s for acid and 20 nm$^2$/s for base, with $k=4$ nm$^3$/s. No new base enters and none evaporates. The opening is then 259 nm near the top and 320 nm at the bottom. The overhang is 31 nm per edge, about one third less than with immobile acid. Acid from below can refill the depleted layer, while leftover base removes more acid; the calculation gives their net effect. The bottom width agrees with that of the same bake without base.

The example resembles a relatively coarse deep-ultraviolet process in unfiltered air. Base levels of a few to tens of ppb and delays of minutes are plausible there; filtered process tracks aim much lower. The period is large by current standards. Base diffusivity, uptake velocity and reaction constant vary strongly with polymer, solvent content and base, so the chosen values are illustrative. In particular, the chosen $k$ describes neutralization much slower than encounters allow. If every encounter within a distance $R$ neutralized, $k$ would be about $4\pi DR$. For $R=0.5$ nm and the same $D$ this is 31 nm$^3$/s, which shortens the capture length at peak acid from 11.2 to 2.0 nm. Since $Q_c$ varies as $1/\sqrt{k}$, the estimated closing time would fall from about 620 to 110 s. This is only a rough guide, because the capture length is then shorter than the mean spacing of acid molecules, $H_p^{-1/3}=2.9$ nm, and a continuous acid density is no longer well justified. Real acid moves during the bake, and in this example that and leftover base change the overhang from 45 to 31 nm. Re-evaporation would reduce the dose. Finite developer contrast would round the cap. Neither effect has been quantified here.

## What to do about it

**Limit concentration times delay.** In the slow-supply regime the closing time is $Q_c/J$. At fixed uptake velocity, reducing 10 ppb to 1 ppb lengthens the estimated closing time from about 620 to 6200 s. Over such a delay base also spreads farther in the unexposed line, so the confinement condition must be checked again.

**Reduce uptake.** A barrier topcoat helps if it lowers $J$ and does not itself supply base or remove acid. A denser resist also helps if it lowers $J$. Reducing $D$ alone, at fixed $J$ and $k$, does the opposite: $Q_c$ falls as $\sqrt D$ because the same dose stays closer to the surface.

**Provide acid margin and a steep image.** More acid at the intended edge raises the critical dose. A larger logarithmic slope reduces the displacement for a given loss. Increasing exposure also widens the opening, so the mask or dose target must be adjusted with it.

**Test the cause.** Acid evaporation or a surface layer that dissolves slowly can also produce a T-shaped profile. Varying the delay alone does not separate base uptake from evaporation, since both grow with time. Varying the base concentration at fixed delay, exposure and bake does. If the overhang persists in base-free air, another cause is present.

The numerical output lists the values for these cases.

## Calculated quantities

```
Film thickness, period: 400, 500 nm
Peak acid density: 0.040 nm^-3
Delay D, k: 5.0 nm^2/s, 1.0 nm^3/s
Air temperature, base fraction: 296 K, 10 ppb
Uptake velocity: 3.0 mm/s
Base density in air: 2.479e+17 m^-3
Surface flux J: 7.438e-04 nm^-2 s^-1
Delay, base dose: 300 s, 0.2231 nm^-2
Deprotection constant: 1.0 nm^3/s
Bake time, threshold M*: 60 s, 0.50
Threshold acid H*: 0.01155 nm^-3
Capture length at peak acid: 11.18 nm
Diffusion length 2*sqrt(D*t): 77.5 nm
Single equation vs pair, max diff/peak: 4.7e-04
Opening without base: 319.4 nm
Opening at top, 2D: 228.5 nm
Opening at top, local formula: 219.3 nm
Opening at bottom, 2D: 319.4 nm
Line width top, bottom: 271.5, 180.6 nm
Edge shift at depth 0 nm: 45.44 nm
Edge shift at depth 10 nm: 24.36 nm
Edge shift at depth 20 nm: 13.87 nm
Edge shift at depth 50 nm: 2.63 nm
Edge shift at depth 100 nm: 0.13 nm
Overhang per edge: 45.4 nm
Surface acid left at centre: 59.5 %
Share of all acid neutralized: 1.82 %
Share of absorbed base still free: 34.8 %
Bound on k*Theta at 0 nm: 1.30e+00
Bound on k*Theta at 100 nm: 1.53e-02
Bound on k*Theta at 200 nm: 1.59e-05
Critical dose at centre: 0.4608 nm^-2
Closing time, formula: 619 s
Closing time, 2D: 635 s
Uniform film, delay and dose: 1200 s, 0.8926 nm^-2
Uniform film u*, u_s: 1.242, 2.939
Skin depth, formula: 12.73 nm
Skin depth, simulated: 11.64 nm
Skin depth, same dose 5x slower: 12.52 nm
Error of u_s formula: 4.42 %
Error of u_s formula, 5x slower: 0.81 %
Fast-base diffusivity: 2000 nm^2/s
Fast-base edge shift at top: 1.90 nm
Fast-base edge shift at bottom: 0.87 nm
Fast-base overhang per edge: 1.03 nm
Bake D acid, D base: 3.0, 20.0 nm^2/s
Bake neutralization constant: 4.0 nm^3/s
Fuller bake, opening near top: 258.8 nm
Fuller bake, opening at bottom: 320.5 nm
Fuller bake, opening without base: 320.5 nm
Fuller bake, overhang per edge: 30.8 nm
```
